# Why hexagonal and square charged-defect supercells have nearly equal planar Madelung energies: a program that tests the result

```python
"""
Result under test: point charges q on a planar lattice (cell area A) with a
uniform neutralising sheet in the same plane have energy per cell
    E = -alpha q^2 / (2 sqrt(A)),
    alpha = 4 - 2 sum_{R != 0} erfc(sqrt(pi) s)/s,   s = |R|/sqrt(A),
and alpha differs by only about 0.5 percent between hexagonal and square.
Lattice routines use sqrt(A) as unit of length and q = 1 (Gaussian-type
Coulomb law 1/r).  Rows of 'cell' are the lattice vectors.
r0 = in-plane screening length, width = standard deviation of a Gaussian
defect charge along each in-plane axis.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erfc, struve, y0


def rectangle(ratio):
    return np.diag([np.sqrt(ratio), 1 / np.sqrt(ratio)])


side = np.sqrt(2 / np.sqrt(3))
hexagonal = side * np.array([[1.0, 0.0], [0.5, np.sqrt(3) / 2]])
square = rectangle(1.0)
cells = {
    "hexagonal": hexagonal,
    "square": square,
    "rectangle 6a x 3sqrt(3)a": rectangle(2 / np.sqrt(3)),
    "rectangle 2:1": rectangle(2.0),
    "rectangle 4:1": rectangle(4.0),
}


def distances(vectors, n):
    """Lengths of all nonzero lattice vectors with indices from -n to n."""
    i, j = np.meshgrid(np.arange(-n, n + 1), np.arange(-n, n + 1))
    keep = (i != 0) | (j != 0)
    points = np.outer(i[keep], vectors[0]) + np.outer(j[keep], vectors[1])
    return np.hypot(points[:, 0], points[:, 1])


def reciprocal(cell):
    return 2 * np.pi * np.linalg.inv(cell).T


def alpha_compact(cell):
    s = distances(cell, 14)
    return 4 - 2 * np.sum(erfc(np.sqrt(np.pi) * s) / s)


def ewald_sums(cell, eta):
    r = distances(cell, 20)
    g = distances(reciprocal(cell), 20)
    return (np.sum(erfc(eta * r) / r),
            2 * np.pi * np.sum(erfc(g / (2 * eta)) / g))


def alpha_ewald(cell, eta):
    near, far = ewald_sums(cell, eta)
    return 2 * eta / np.sqrt(np.pi) + 2 * np.sqrt(np.pi) / eta - near - far


def patch_integral(cell, n, point=(0.0, 0.0)):
    """Integral of 1/|r - point| over a patch of (2n+1)^2 whole cells."""
    signs = np.array([[-1, -1], [1, -1], [1, 1], [-1, 1]])
    corners = (n + 0.5) * signs @ cell - np.asarray(point)
    total = 0.0
    for k in range(4):
        start, end = corners[k], corners[(k + 1) % 4]
        along = (end - start) / np.linalg.norm(end - start)
        height = start[0] * along[1] - start[1] * along[0]
        total += height * (np.arcsinh(end @ along / height)
                           - np.arcsinh(start @ along / height))
    return total


def alpha_patch(cell, n):
    return patch_integral(cell, n) - np.sum(1 / distances(cell, n))


def alpha_direct(cell):
    """Patch sums extrapolated linearly in the inverse patch size."""
    n1, n2 = 150, 300
    m1, m2 = 2 * n1 + 1, 2 * n2 + 1
    return (m2 * alpha_patch(cell, n2) - m1 * alpha_patch(cell, n1)) / (m2 - m1)


def mean_potential(cell, n):
    """Average over the central cell of the potential of patch and background.
    The point charges average to the patch integral about the origin."""
    x, w = np.polynomial.legendre.leggauss(6)
    background = 0.0
    for xi, wi in zip(x, w):
        for xj, wj in zip(x, w):
            point = 0.5 * np.array([xi, xj]) @ cell
            background += wi * wj / 4 * patch_integral(cell, n, point)
    return patch_integral(cell, n) - background


def alpha_general(cell, width, r0):
    """Isolated minus periodic interaction for Gaussian charges in a
    polarisable sheet, from the reciprocal-space definition."""
    n = int(1.3 / width) + 12
    g = distances(reciprocal(cell), n)
    periodic = np.sum(2 * np.pi * np.exp(-(g * width)**2) / (g * (1 + r0 * g)))
    isolated = quad(lambda u: np.exp(-u * u) / (width + r0 * u), 0, 8,
                    limit=300, epsabs=1e-11, epsrel=1e-11)[0]
    return isolated - periodic


def alpha_screened_point(cell, r0):
    w = 0.02
    return (4 * alpha_general(cell, w, r0) - alpha_general(cell, 2 * w, r0)) / 3


def alpha_screened_real(cell, r0):
    """Same quantity from the real-space potential of the polarisable sheet."""
    cut = 100.0
    r = distances(cell, 160)
    r = r[r < cut]
    sheet = np.pi / (2 * r0) * (struve(0, r / r0) - y0(r / r0))
    tail = -2 * np.pi * r0**2 / cut + 6 * np.pi * r0**4 / cut**3
    return alpha_direct(cell) - np.sum(sheet - 1 / r) - tail - 2 * np.pi * r0


def plane_potential(cell, z):
    """Potential at height z above a site of one neutral lattice plane."""
    g = distances(reciprocal(cell), 12)
    return np.sum(2 * np.pi / g * np.exp(-g * z))


def plane_potential_damped(cell, z):
    eps = 1e-3
    r = distances(cell, 230)
    charges = 1 / z + np.sum(np.exp(-eps * r**2) / np.sqrt(r**2 + z**2))
    sheet = (np.pi * np.sqrt(np.pi / eps) * np.exp(eps * z**2)
             * erfc(z * np.sqrt(eps)))
    return charges - sheet


def stack_shift(cell, spacing):
    """Potential at a site from all repeated neutral planes."""
    return 2 * sum(plane_potential(cell, m * spacing) for m in range(1, 30))


# Rough parameters of a monolayer MoS2 supercell, lengths in angstrom
lattice_constant, repeats = 3.2, 6
screening_length, defect_width, layer_repeat = 40.0, 2.0, 20.0
area = repeats**2 * np.sqrt(3) / 2 * lattice_constant**2
length = np.sqrt(area)
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e10      # eV angstrom
hartree = const.physical_constants["Hartree energy in eV"][0]
r0, width, spacing = (x / length for x in
                      (screening_length, defect_width, layer_repeat))
scale = coulomb / (2 * length)

# Tests of the lattice constant alpha
alpha, direct = {}, {}
for name, cell in cells.items():
    assert abs(np.linalg.det(cell) - 1) < 1e-12
    alpha[name] = alpha_compact(cell)
    direct[name] = alpha_direct(cell)
    assert abs(alpha[name] - direct[name]) < 1e-6, name
    for eta in (1.2, np.sqrt(np.pi), 2.6):
        assert abs(alpha_ewald(cell, eta) - alpha[name]) < 1e-10, name
    near, far = ewald_sums(cell, np.sqrt(np.pi))
    assert abs(near - far) < 1e-12, name
a_hex, a_sq = alpha["hexagonal"], alpha["square"]
percent = 100 * (a_hex - a_sq) / a_hex
assert 0.45 < percent < 0.6
assert a_hex > a_sq > alpha["rectangle 2:1"] > alpha["rectangle 4:1"]
assert 100 * (a_hex - alpha["rectangle 2:1"]) / a_hex > 5

# Mean in-plane potential must vanish as the inverse patch size
means = {}
for name in ("hexagonal", "square"):
    m100, m200 = (mean_potential(cells[name], n) for n in (100, 200))
    assert abs(m200) < 5e-3
    assert abs(m100 / m200 - 401 / 201) < 0.01
    means[name] = m200

# Tests of the estimates for neglected effects
screened = {}
for name in ("hexagonal", "square"):
    cell = cells[name]
    assert abs(alpha_screened_point(cell, 0.0) - direct[name]) < 1e-4
    screened[name] = alpha_screened_point(cell, r0)
    assert abs(screened[name] - alpha_screened_real(cell, r0)) < 1e-3
    assert 0 < screened[name] < alpha[name]
    wave, damped = (f(cell, spacing) for f in
                    (plane_potential, plane_potential_damped))
    assert abs(wave / damped - 1) < 0.02
spread_background = np.pi * coulomb * layer_repeat / (6 * area)
field_energy = coulomb * area / (8 * np.pi) * quad(
    lambda z: (2 * np.pi / area * (1 - 2 * z / layer_repeat))**2,
    0, layer_repeat)[0]
assert abs(field_energy / spread_background - 1) < 1e-9

# Printed numbers
print("DIMENSIONLESS LATTICE RESULTS")
for name in cells:
    print(f"alpha, {name}: {alpha[name]:.6f} (direct sum {direct[name]:.6f})")
for name, count in (("hexagonal", 6), ("square", 4)):
    s = distances(cells[name], 3).min()
    tail_value = erfc(np.sqrt(np.pi) * s)
    print(f"{name}: nearest s = {s:.5f}, erfc(sqrt(pi) s) = {tail_value:.6f}")
    print(f"  first shell alone gives alpha = {4 - 2*count*tail_value/s:.5f}")
    print(f"  whole shape term 4 - alpha = {4 - alpha[name]:.6f}")
    print(f"  mean potential, 401 x 401 patch = {means[name]:.2e} q/sqrt(A)")
print(f"(alpha_hex - alpha_square)/alpha_hex = {percent:.3f} percent")
for name in list(cells)[2:]:
    print(f"{name}: below hexagonal by {100*(1-alpha[name]/a_hex):.2f} percent")

print("EXAMPLE, CHARGE 1 e, ROUGH MoS2 PARAMETERS")
print(f"lattice constant = {lattice_constant:.1f} angstrom, {repeats} x {repeats}")
print(f"cell area = {area:.2f} angstrom^2, square root = {length:.3f} angstrom")
print(f"hexagonal cell side = {repeats*lattice_constant:.2f} angstrom")
print(f"e^2/(4 pi eps0) = {coulomb:.4f} eV angstrom")
for name in list(cells)[:3]:
    energy = -scale * alpha[name]
    print(f"E, {name} = {energy:.4f} eV = {energy/hartree:.6f} hartree")
print(f"E_square - E_hex = {1000*scale*(a_hex - a_sq):.2f} meV")

print("NEGLECTED EFFECTS FOR THE SAME CELL")
print(f"screening length = {screening_length:.0f} angstrom")
print(f"defect width = {defect_width:.0f} angstrom")
print(f"layer repeat = {layer_repeat:.0f} angstrom")
spread = {n: alpha_general(cells[n], width, 0.0) for n in screened}
both = {n: alpha_general(cells[n], width, r0) for n in screened}
for label, values in (("screened point", screened), ("bare Gaussian", spread),
                      ("screened Gaussian", both)):
    h, q = values["hexagonal"], values["square"]
    print(f"{label}: E_hex = {-scale*h:.4f} eV, E_square = {-scale*q:.4f} eV")
    print(f"  E_square - E_hex = {1000*scale*(h-q):.2f} meV, "
          f"{100*(h-q)/h:.3f} percent")
for name in screened:
    shift = 1000 * scale * stack_shift(cells[name], spacing)
    print(f"repeated layers, {name}: energy shift = {shift:+.2f} meV")
print(f"background spread over 3D cell adds {spread_background:.4f} eV (both)")
print("finished without a failed check")
```

Printed output:

```
DIMENSIONLESS LATTICE RESULTS
alpha, hexagonal: 3.921032 (direct sum 3.921032)
alpha, square: 3.900265 (direct sum 3.900265)
alpha, rectangle 6a x 3sqrt(3)a: 3.887090 (direct sum 3.887090)
alpha, rectangle 2:1: 3.565675 (direct sum 3.565675)
alpha, rectangle 4:1: 2.270057 (direct sum 2.270057)
hexagonal: nearest s = 1.07457, erfc(sqrt(pi) s) = 0.007070
  first shell alone gives alpha = 3.92105
  whole shape term 4 - alpha = 0.078968
  mean potential, 401 x 401 patch = 1.22e-03 q/sqrt(A)
square: nearest s = 1.00000, erfc(sqrt(pi) s) = 0.012189
  first shell alone gives alpha = 3.90249
  whole shape term 4 - alpha = 0.099735
  mean potential, 401 x 401 patch = 1.18e-03 q/sqrt(A)
(alpha_hex - alpha_square)/alpha_hex = 0.530 percent
rectangle 6a x 3sqrt(3)a: below hexagonal by 0.87 percent
rectangle 2:1: below hexagonal by 9.06 percent
rectangle 4:1: below hexagonal by 42.11 percent
EXAMPLE, CHARGE 1 e, ROUGH MoS2 PARAMETERS
lattice constant = 3.2 angstrom, 6 x 6
cell area = 319.25 angstrom^2, square root = 17.868 angstrom
hexagonal cell side = 19.20 angstrom
e^2/(4 pi eps0) = 14.3996 eV angstrom
E, hexagonal = -1.5800 eV = -0.058064 hartree
E, square = -1.5716 eV = -0.057756 hartree
E, rectangle 6a x 3sqrt(3)a = -1.5663 eV = -0.057561 hartree
E_square - E_hex = 8.37 meV
NEGLECTED EFFECTS FOR THE SAME CELL
screening length = 40 angstrom
defect width = 2 angstrom
layer repeat = 20 angstrom
screened point: E_hex = -0.4210 eV, E_square = -0.4194 eV
  E_square - E_hex = 1.65 meV, 0.392 percent
bare Gaussian: E_hex = -1.5336 eV, E_square = -1.5244 eV
  E_square - E_hex = 9.21 meV, 0.601 percent
screened Gaussian: E_hex = -0.4097 eV, E_square = -0.4081 eV
  E_square - E_hex = 1.67 meV, 0.407 percent
repeated layers, hexagonal: energy shift = +2.36 meV
repeated layers, square: energy shift = +2.96 meV
background spread over 3D cell adds 0.4723 eV (both)
finished without a failed check
```
